Saturating strain energy and the critical diameter of a mismatched mesa

**1. Strain energy of a mesa that can relax sideways**

A planar film with one per cent misfit, in the isotropic example worked in part 2, reaches its critical thickness at 9.2 nm, where it stores 0.166 J/m² of elastic energy. A wire of the same material, 50 nm in diameter on the same substrate, can never store more than 0.120 J/m² of base, however tall it is. The first 9.2 nm of planar film cost more than any height of wire. This section explains why the energy of the wire stops growing, and what that implies for its dislocations.

*Geometry and energy*

A circular cylinder of radius R and height h stands on a substrate. The base is the plane z = 0, and the top and the sidewall are free of traction. The film is coherent: its lattice planes continue those of the substrate. Left to itself, the film would be larger in both in-plane directions by the fraction f, with 0 < f ≪ 1. Tension is positive. A film with f < 0 has all stresses reversed and the same energy.

Film and substrate are linear elastic and, until cubic crystals are treated, isotropic. With Young modulus E and Poisson ratio ν, the shear and biaxial moduli are

G = E/[2(1 + ν)],  M = E/(1 − ν). (1)

Let v be the displacement measured from the unstrained substrate lattice, continued into the film. The elastic strain in the film is the strain of v less the strain that the film would adopt freely:

e = ε(v) − ε*,  ε*_xx = ε*_yy = f. (2)

In the substrate ε* = 0. A vertical natural strain of the film can be omitted, since it adds a displacement proportional to z, which vanishes at the base and causes no stress. The elastic energy is U = ½∫σ:e dV, where the colon means the sum over products of components. We express it as an effective thickness h_eff:

U/(πR²) = M f² h_eff. (3)

The reason for this definition is the planar film. There v = 0 in the plane, so e_xx = e_yy = −f. The free top requires σ_zz = 0, and Hooke's law e_xx = (σ_xx − νσ_yy)/E with σ_xx = σ_yy gives σ_xx = −M f. The energy density is ½(2 × M f × f) = M f², and the areal energy is M f² h. Thus h_eff is the thickness of the planar film that stores as much energy per area as the mesa.

*Growth with height, and an upper bound*

Let v be the equilibrium field and δ a change in it that vanishes wherever the body is held. Because the energy is quadratic,

U(v + δ) = U(v) + ∫σ:ε(δ) dV + ½∫ε(δ):C:ε(δ) dV, (4)

where C is the stiffness. The middle term is the work of the equilibrium stresses in a virtual displacement, which is zero when no loads act. The last term is not negative. Equilibrium therefore has the least energy of all admissible fields.

Two consequences follow. First, take the equilibrium field of a tall mesa and discard everything above a lower height. What remains is an admissible field for the lower mesa, and its energy is no larger than that of the tall one. The equilibrium energy of the lower mesa is smaller still, or equal. Hence h_eff cannot decrease as h grows.

Second, keep the substrate undeformed. This is one admissible choice for any elastic substrate, so a rigid substrate gives at least as much energy as an elastic one. Any admissible field in a film on a rigid base then gives an upper bound for all of them.

*A relaxing trial field*

It is convenient to measure the film's displacement u from the free film, so that its ordinary strains are the elastic strains. On a rigid base u_r = −f r and u_z = 0. Higher up, the film should be able to return to its natural size. We take

u_r = −f r g(z),  u_z = w(z),  g(0) = 1,  w(0) = 0. (5)

The strains are

e_rr = ∂u_r/∂r = −f g,  e_θθ = u_r/r = −f g,
e_zz = w′,  γ_rz = ∂u_r/∂z + ∂u_z/∂r = −f r g′. (6)

For given g, the energy is least when its derivative with respect to e_zz, which is σ_zz, vanishes. Hooke's law then gives e_zz = 2νf g/(1 − ν), and w follows by integration from the base. As in the planar film, the in-plane strains cost M f² g² per volume. The shear adds ½Gγ_rz² = ½G f² r² g′². In an isotropic body there is no cross term between them.

The mean of r² over the disc is (2/R²)∫₀ᴿ r³ dr = R²/2. The energy per base area is therefore

U/(πR²) = M f² ∫₀ʰ (g² + λ² g′²) dz, (7)

λ² = G R²/(4M) = R²(1 − ν)/[8(1 + ν)]. (8)

The two terms compete. Rapid relaxation with height removes compression but shears the material, and the shear is larger in a wider mesa because the edge must move farther. The length λ, proportional to R, is the compromise.

To find the best g, change it by η with η(0) = 0. The first-order change of the integral in (7), after one integration by parts, is

2∫₀ʰ (g − λ²g″)η dz + 2λ²g′(h)η(h). (9)

It vanishes for every η when

λ²g″ = g,  g(0) = 1,  g′(h) = 0, (10)

g = cosh[(h − z)/λ]/cosh(h/λ). (11)

This is the minimum within the family, since the second-order term ∫(η² + λ²η′²)dz is positive. To evaluate the energy, integrate g′² by parts:

∫₀ʰ(g² + λ²g′²)dz = λ²[g g′]₀ʰ + ∫₀ʰ g(g − λ²g″)dz = −λ²g′(0). (12)

The last integral vanishes by (10), as does the upper end of the bracket. From (11), g′(0) = −tanh(h/λ)/λ. Hence

h_eff ≤ λ tanh(h/λ) < λ. (13)

An energy that does not decrease with height and stays below a fixed value has a finite limit. On a rigid base or a half-space with fixed elastic ratios, R is the only length left when h → ∞, so the limit has the form h_eff = κR, with κ a pure number. The total energy of a tall mesa is then κπM f² R³, independent of its height.

For h ≪ λ the bound tends to h, the planar value. For h ≫ λ it tends to λ: new material at the top is added almost at its natural size. With ν = 0.28, λ = 0.265R, or about one eighth of the diameter.

*The size of the actual energy*

The trial field is not in equilibrium. It leaves a radial stress and a shear stress on the sidewall, which should be free, so (13) is a bound and not the energy itself. A finite-element solution of the axisymmetric problem with ν = 0.28 gives, on a rigid base:

h/R: 0.05, 0.20, 0.50, 1.00, 2.00, 4.00
bound/R: 0.049, 0.169, 0.253, 0.265, 0.265, 0.265
h_eff/R: 0.047, 0.144, 0.195, 0.199, 0.203, 0.203

Doubling the element size changes the last energy by 0.3 per cent; with further refinement the last two entries settle at 0.2023, so their third digit should be read as 0.202. The energy lies below the bound at each height and saturates. Its approach is not a single exponential: the gain from h/R = 1 to 2 is about as large as that from 0.5 to 1, yet almost nothing is added after 2.

At h/R = 0.05 the energy is 7 per cent below the planar value, while the bound is only 1 per cent below it. The trial field relaxes every radius in proportion, whereas a thin film can relax near its edge alone. A rim of width comparable with h occupies a fraction of about 2h/R of the base, which is 10 per cent here, so a loss of this size is reasonable.

An elastic substrate lowers the energy further. For equal elastic constants and h/R = 4, a wide substrate gives h_eff = 0.109R, and a substrate pillar of the mesa's own radius gives 0.074R. The wide substrate was represented by a block of radius 8R and depth 7R; the pillar had the same depth. Both were fixed at the bottom and free at the side. A finer discretisation lowers these two values by about 0.5 per cent, to 0.1087R and 0.0734R; enlarging the wide block changes nothing at these digits. On the wide substrate, 83 per cent of the energy at h/R = 4 is already present at h/R = 0.2.

*Why a long ridge is different*

Saturation requires a mesa of finite extent in both in-plane directions. Consider an infinitely long ridge along y on a rigid or wide substrate. Translation symmetry keeps e_yy = −f at every height. The smallest possible energy density at this fixed strain is reached when the stresses conjugate to the other strains vanish. Only σ_yy = −E f then remains, and the density is

½E f² = M f² (1 − ν)/2. (14)

The areal energy is at least this density times h, however narrow the ridge. For ν = 0.28 its growth rate is at least 36 per cent of the planar rate, and it never saturates.

*Energy as a mean force*

The link between stored energy and dislocations comes from the force that compresses the mesa. In (4), the virtual displacement may be v itself, since v vanishes where the body is held. Hence ∫σ:ε(v)dV = 0 over film and substrate together. Substituting (2) into U = ½∫σ:e dV gives

U = −½∫σ:ε* dV = −½f∫_film (σ_xx + σ_yy)dV. (15)

The x and y directions are equivalent in the cylinder, so the two terms have equal integrals. Let F(x) be the compressive force through the vertical plane at x, taken over the film:

F(x) = −∫∫σ_xx dy dz. (16)

Then

U = f∫F(x)dx, from x = −R to R. (17)

Equation (17) holds for the equilibrium field on rigid and elastic substrates alike. The stored energy is the misfit times the force summed over all vertical planes. This force is what a misfit dislocation relieves, so the saturation of U also limits the drive for dislocations.

**2. Dislocations, critical diameter and a worked case**

The mesa has radius R, height h and misfit f; G and M are its shear and biaxial moduli. Its areal energy is M f² h_eff, with h_eff ≤ λ tanh(h/λ) and λ = R√[(1 − ν)/(8(1 + ν))]. The compressive force F(x) through vertical planes satisfies U = f∫F dx. We now compare this force with the cost of a dislocation.

*What a dislocation gains*

Let a straight misfit dislocation lie in the base along the chord at x, parallel to y. It can be made by cutting the film above the chord and displacing the faces relative to each other by the Burgers vector b, of length b. Its in-plane component normal to the line is b_x. For a compressed film the favourable sign removes material, so the faces approach and the misfit stress does work b_x F(x).

The component along y does no net work, because the corresponding shear force cancels between y and −y. The vertical component b_z can do work against the vertical shear force on the cut. That force is odd in x: it vanishes on the central plane and cancels in an average over x and −x.

The chord length is ℓ(x) = 2√(R² − x²). Average the gain per length, b_x F/ℓ, over chords with weight ℓ dx/(πR²). By (17) and (3),

mean gain per length = b_x∫F dx/(πR²) = b_x U/(f πR²) = M f b_x h_eff. (18)

In a planar film the stress is −M f throughout, and the gain per length is M f b_x h. The effective thickness defined by energy is therefore also the effective thickness for the mean drive on a dislocation. This gives a mechanical meaning to the comparison of areal energies used below as a criterion for coherence. It does not make the gain equal on every chord, a point that needs numbers below.

*What a dislocation costs*

For the planar threshold we need the energy of a dislocation at depth d below a free surface, with equal elastic constants above and below it. Let x and z now be measured from its core, with r² = x² + z². For the component b_x, take the stress function ψ = −S z ln r, where σ_xx = ∂²ψ/∂z², σ_zz = ∂²ψ/∂x² and σ_xz = −∂²ψ/∂x∂z. Differentiation gives

σ_xx = −S z(3x² + z²)/r⁴,
σ_zz = S z(x² − z²)/r⁴,
σ_xz = S x(x² − z²)/r⁴. (19)

Equilibrium holds by construction. Strain compatibility holds away from the core because σ_xx + σ_zz = −2S z/r² is harmonic.

The amplitude S follows from the displacement jump. Let ω = ½(∂u_z/∂x − ∂u_x/∂z). In plane strain the equilibrium equations become 2G ∂ω/∂z = (1 − ν)∂(σ_xx + σ_zz)/∂x and 2G ∂ω/∂x = −(1 − ν)∂(σ_xx + σ_zz)/∂z, so ω = −(1 − ν)S x/(G r²). On a circle, du_x = e_xx dx + (e_xz − ω)dz, with 2G e_xx = σ_xx − ν(σ_xx + σ_zz) and 2G e_xz = σ_xz. The three terms integrate to

b_x = (πS/G)[(3/4 − ν) + 1/4 + (1 − ν)] = 2π(1 − ν)S/G. (20)

Hence S = G b_x/[2π(1 − ν)].

The surface z = d must be free. At x = s on it, we add a load that cancels the traction (σ_xz, σ_zz) of (19):

P = −S(s² − d²)(s, d)/(s² + d²)². (21)

A line load P on a half-space produces the radial stress −(2/π)P·ρ/ρ², where ρ is the vector from the load. This stress falls as 1/ρ, so it satisfies radial equilibrium; its trace is harmonic; and integration over a half circle balances P. At the core, ρ = (−s, −d) and P·ρ = S(s² − d²)/(s² + d²). Resolving the radial stress along x and summing over the surface gives

σ_xx(core) = −(2S/π)∫ s²(s² − d²)/(s² + d²)³ ds
= −(2S/π)[3π/(8d) − π/(8d)] = −S/(2d). (22)

The integrals follow from s = d tan θ.

For a vertical component b_z, rotation of the field gives ψ = S x ln r, with b_z replacing b_x in S. Its surface tractions are σ_xz = S d(s² − d²)/(s² + d²)² and σ_zz = S s(s² + 3d²)/(s² + d²)². The cancelling load has P·ρ = 2S s d/(s² + d²), and the shear stress at the core is

σ_xz(core) = −(4S d²/π)∫ s²/(s² + d²)³ ds = −S/(2d). (23)

By symmetry in s, neither edge component produces a correction stress that acts on the other.

For the screw component b_s, an opposite image dislocation at height d above the surface cancels the surface traction. At distance 2d it gives a stress of magnitude G b_s/(4πd) at the core.

Moving the dislocation vertically by a small distance extends the cut by that distance. The work per distance is the Burgers vector times the correction stress; the dislocation's own field contributes nothing net, since in an infinite body its energy does not depend on position. The sign follows from the restriction argument of the first half: a body with the surface nearer the core is part of one with the surface farther away, so the energy cannot decrease with depth. Thus

dE_line/dd = K/d, (24)

K = G[b_x² + b_z² + (1 − ν)b_s²]/[4π(1 − ν)]
= G b²(1 − ν cos²β)/[4π(1 − ν)], (25)

where β is the angle between b and the line, so that b_s = b cos β.

Integration leaves a constant that depends on the core and cannot come from continuum elasticity. We choose E_line = K[ln(d/b) + 1]. At d = h, equality of gain and cost gives the planar critical thickness

h_c = A[ln(h_c/b) + 1],  A = K/(M f b_x). (26)

The larger root is meant. The difference h − A[ln(h/b) + 1] has its minimum, −A ln(A/b), at h = A. Two roots therefore exist for A > b; the smaller lies below b, where the formula has no meaning. As A approaches b, the larger root also shrinks to b and the estimate fails.

*The critical diameter*

The areal-energy criterion takes a mesa to be coherent while its areal energy is below that of the planar film at its critical thickness, which is h_eff < h_c. By (13) this is ensured at every height if λ ≤ h_c. The sufficient critical diameter, 2R at λ = h_c, is

D_c = 2h_c√[8(1 + ν)/(1 − ν)]. (27)

For λ > h_c, the bound still guarantees the criterion for all heights below

h_g = λ artanh(h_c/λ). (28)

In a wide mesa h_g tends to h_c. As λ falls towards h_c, it diverges logarithmically. Since (13) lies above the actual energy, h_g is a guaranteed height, and a taller mesa need not fail.

Meeting the criterion at every height has a limited meaning: in this elastic model, added height alone does not bring the areal energy to the planar threshold. It says nothing about dislocations inherited from the substrate, bending under load, or changes in the wire's radius during growth.

*A silicon-germanium example*

Take f = 0.010, E = 130 GPa, ν = 0.28 and b = 0.38 nm. These are round numbers in the rough regime of silicon-germanium with a quarter germanium on silicon. For the 60° dislocations of a (001) film, β = 60° and b_x = b/2 = 0.19 nm. Equation (1) gives M = 180.6 GPa and G = 50.8 GPa. Using G/M = (1 − ν)/[2(1 + ν)] in (26),

A = b²(1 − ν/4)/[8π(1 + ν)f b_x]
= 0.38 nm × 0.93/(4π × 1.28 × 0.010) = 2.20 nm. (29)

The larger root of (26) is h_c = 9.2 nm, since 2.20 nm × [ln(9.2/0.38) + 1] returns 9.2 nm. With D_c/h_c = 7.54,

D_c = 7.54 × 9.2 nm = 69 nm = 6.9 × 10⁻⁸ m. (30)

The wire of the opening has R = 25 nm and λ = 0.265 × 25 nm = 6.6 nm. Its energy is therefore below

M f² λ = 180.6 × 10⁹ Pa × 10⁻⁴ × 6.63 × 10⁻⁹ m = 0.120 J/m², (31)

while M f² h_c = 0.166 J/m². On a wide elastic substrate the computed energy at h/R = 4 is 0.049 J/m², so the rigid-base bound is generous.

A mesa 100 nm across has λ = 13.3 nm, above h_c. Equation (28) guarantees the criterion up to 11.3 nm. A ridge of the same material violates it, by (14), no later than h = 2h_c/(1 − ν) = 25.6 nm, whatever its width.

*The central plane and other positions*

The mean gain can hide a larger gain at the centre. Define h_0 by writing the central gain per length as M f b_x h_0. At h/R = 4 the computed values of h_0/R are 0.255 on a rigid base, 0.134 on a wide substrate and 0.096 on an equal-radius pillar. The corresponding means are 0.203, 0.109 and 0.074. The central gain is thus 23 to 31 per cent larger than the mean, but in all three cases it remains below λ/R = 0.265. At this height, and for these substrates, a mesa of diameter D_c therefore also has a central gain below the planar threshold.

For the wide substrate, the energy criterion itself would allow a diameter of 2h_c/0.1093 = 168 nm. Requiring the central gain to remain below the planar threshold lowers this to 137 nm. Both use the energy or force at h/R = 4 as the tall limit and retain the planar line energy. A finer discretisation moves them up by up to 1 nm, to 169 nm and 137.5 nm. The second value concerns the central chord alone; on other chords the work of b_z can add to the gain.

The line energy in a mesa depends on the distance to its sidewall. As an estimate, use K[ln(distance/b) + 1] at each point of the line, with the distance not allowed below b. On the central chord, the mean of ln[(R − |y|)/b] is ln(R/b) − 1, apart from a negligible correction at the ends. At D_c, R = 34.7 nm, and the cost divided by M f b_x is

A ln(R/b) = 2.20 nm × ln(34.7/0.38) = 9.9 nm. (32)

The gain in the same units is h_0 = 0.134 × 34.7 nm = 4.7 nm, so cost exceeds gain by a factor of 2.1. A scan of chords from the centre to x = 0.95R finds no smaller ratio than this value. This scan counts only the work of b_x. Adding the work of b_z = b/√2, with its favourable sign, lowers the least ratio to about 1.9 on chords away from the centre. The estimate is for the wide substrate and omits the detailed interaction with the sidewall. Within these limits it supports equilibrium at h/R = 4 against one straight dislocation; it does not determine the barrier to forming one at the edge.

*What changes in a real crystal*

Silicon-germanium is cubic. For a (001) film with stiffnesses C₁₁, C₁₂ and C₄₄, the trial field (5) still has equal in-plane normal strains and no in-plane shear. Setting σ_zz = 0 gives e_zz = 2C₁₂f g/C₁₁ and the biaxial modulus M_c = C₁₁ + C₁₂ − 2C₁₂²/C₁₁. The vertical shear costs ½C₄₄f²r²g′². The derivation of (13) is otherwise unchanged, and

λ_c = (R/2)√(C₄₄/M_c). (33)

Rough values of 166, 64 and 80 GPa, those of silicon, give λ_c = 0.333R. With h_c held at 9.2 nm, the sufficient diameter falls from 69 to 55 nm. The cubic stiffnesses also change the line energy K, and through it h_c. That change is not included in the 55 nm, which belongs to the stated h_c and is not a full cubic prediction. It works in the opposite direction: the anisotropic prelogarithmic coefficient of the 60° dislocation for these stiffnesses gives A ≈ 2.7 nm and h_c ≈ 12 nm with the same core constant, and then 2R at λ_c = h_c is about 72 nm. The 50 nm wire still satisfies this condition, with λ_c = 8.3 nm.

A rough difference in thermal expansion of 0.8 × 10⁻⁶ per kelvin, over a temperature change of 600 K, produces a strain equal to 4.8 per cent of f. Differentiating (26) gives

dh_c/h_c = −(df/f)/(1 − A/h_c), (34)

so a misfit larger by this amount lowers h_c, and with it D_c, by about 6 per cent. On the sidewall of a tall wire of diameter D_c, the hoop part of a surface stress of roughly 1 N/m, divided by M R, gives an in-plane compression of 1.6 per cent of f. An equal axial part shortens the wire, and the resulting sideways expansion offsets most of this compression.

The predicted 55 to 72 nm is a sufficient value for the energy criterion with the chosen core constant, not a measured boundary. The choice matters: without the added 1 in the bracket of (26), h_c would be 6.1 nm and (27) would give 46 nm. Planar films can be grown metastably beyond their equilibrium thickness when dislocations form or move slowly, so an observed onset may lie higher. Real mesas can also develop facets, exchange atoms with the substrate, or grow a shell on the sidewall. Growth inside a mask opening breaks a more basic assumption, because the sidewall is not free while it adheres to the mask. The size of that effect depends on the mask and is not given by (27).

As a rule for design, a circular (001) mesa of this alloy should therefore be kept below about 55 nm in diameter if the cubic bound is to ensure the energy criterion at every height with the stated h_c. This figure pairs the cubic λ_c with the isotropic h_c; with the cubic line energy as well it rises to about 72 nm, and a smaller core constant would lower it. Its sidewalls must be free, its composition uniform and its substrate free of dislocations that could enter it. For a shape other than a circular cylinder, the numerical factor must be calculated again. The remaining computed values are listed in the numerical output.

Computed results

```
misfit f = 0.010; Poisson ratio = 0.28
Young modulus = 130 GPa; biaxial M = 180.6 GPa
shear modulus G = 50.8 GPa
Burgers length b = 0.38 nm; in-plane bx = 0.19 nm
lambda/R = 0.2652; D_c/h_c = 7.542
h/R, bound/R, rigid-base h_eff/R:
  0.05  0.0494  0.0466
  0.20  0.1691  0.1437
  0.50  0.2532  0.1949
  1.00  0.2649  0.1988
  2.00  0.2652  0.2025
  4.00  0.2652  0.2025
h/R, wide-substrate h_eff/R:
  0.20  0.0912
  0.50  0.1017
  1.00  0.1069
  4.00  0.1093
equal-radius pillar, h/R = 4: h_eff/R = 0.0737
change on doubling element size = 0.27 %
largest trial-energy error = 0.020 %
largest force-identity error = 0.01 %
central gain thickness/R (rigid, wide, pillar) = 0.2549, 0.1344, 0.0964
length A = 2.197 nm
planar critical thickness h_c = 9.20 nm
planar energy at h_c = 0.1661 J/m2
sufficient critical diameter D_c = 69.4 nm
50 nm wire: lambda = 6.63 nm
50 nm wire: energy bound = 0.1197 J/m2
50 nm wire, wide substrate: 0.0493 J/m2
100 nm mesa: lambda = 13.26 nm
100 nm mesa: guaranteed height = 11.34 nm
wide substrate, energy-based diameter = 168.3 nm
wide substrate, central-gain diameter = 136.9 nm
least dislocation cost/gain at D_c = 2.13
ridge energy density / planar = 0.360
ridge height limit = 25.6 nm
rough cubic C11, C12, C44 = 166, 64, 80 GPa
cubic lambda/R = 0.3327
D_c with cubic lambda, same h_c = 55.3 nm
thermal misfit (0.8e-6/K, 600 K) / f = 4.8 %
surface-stress strain (1 N/m) / f = 1.6 %
```
